# Cupric-ion profile in a blind via with sidewall deposition

A blind cylindrical via of radius $a$ and depth $L$ is filled with a copper plating bath. Let $z$ run from the mouth ($z=0$) to the floor ($z=L$). Cupric ions diffuse in with diffusivity $D$ and deposit on the sidewall at a molar flux $kc$, where $k$ is in m/s. If the floor takes up a negligible amount, the steady concentration averaged over the cross-section is

$$c(z)=c_0\,\frac{\cosh[(L-z)/\lambda]}{\cosh(L/\lambda)},\qquad \lambda=\sqrt{\frac{aD}{2k}},\tag{1}$$

where $c_0$ is the concentration at the mouth. The result is the leading order in the small number

$$\mathrm{Bi}=\frac{ka}{D},$$

which compares the resistance to diffusion across the via with the resistance of the wall reaction.

The following assumptions serve both derivations. The liquid in the via is at rest, and the radius is uniform and changes slowly. Acid is in excess, and the transport of cupric ions by the electric field is neglected; its size is estimated below. The metal is held at a fixed potential at which dissolution is negligible, so that $k$ is a constant.

## First derivation: balance over a slice

Let $C(r,z)$ be the local concentration, and define its cross-section mean and its wall value by

$$c(z)=\frac{2}{a^2}\int_0^a C(r,z)\,r\,dr,\qquad c_w(z)=C(a,z).$$

Take the slice between $z$ and $z+dz$. By Fick's law the flow of ions in the direction of increasing $z$ is $-\pi a^2D\,c'(z)$. The slice loses $2\pi a\,dz\,k\,c_w$ to the wall. In the steady state, inflow minus outflow equals this loss:

$$-\pi a^2D\,c'(z)+\pi a^2D\,c'(z+dz)=2\pi a\,k\,c_w\,dz .$$

Dividing by $\pi a^2\,dz$ and letting $dz\to0$ gives

$$D\,c''=\frac{2k}{a}\,c_w .\tag{2}$$

The factor $2/a$ is the perimeter $2\pi a$ divided by the area $\pi a^2$. No approximation has been made in the averaging, but (2) contains two unknowns, $c$ and $c_w$.

To relate them, use the local equation

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial C}{\partial r}\right)=-\frac{\partial^2C}{\partial z^2}.$$

For small $\mathrm{Bi}$, and farther from the mouth than about one radius, the right side is nearly independent of $r$. By (2) it is then about $-2kc/(aD)$. Multiplying by $r$ and integrating from the axis, where $r\,\partial C/\partial r=0$, gives

$$r\frac{\partial C}{\partial r}=-\frac{kc}{aD}r^2,\qquad C=C_{\rm axis}-\frac{kc}{2aD}r^2 .$$

At the wall $r^2=a^2$, so $c_w=C_{\rm axis}-\tfrac12\mathrm{Bi}\,c$. The mean of $r^2$ over a disc is $a^2/2$, so $c=C_{\rm axis}-\tfrac14\mathrm{Bi}\,c$. Subtracting,

$$c_w=c\left(1-\frac{\mathrm{Bi}}4\right).\tag{3}$$

For $\mathrm{Bi}\ll1$ we may therefore put $c_w=c$ in (2):

$$c''=\frac{2k}{aD}\,c=\frac{c}{\lambda^2}.\tag{4}$$

With $s=(L-z)/\lambda$, the distance from the floor in units of $\lambda$, the general solution is $c=A\cosh s+B\sinh s$. Since $ds/dz=-1/\lambda$,

$$c'=-\frac1\lambda\,(A\sinh s+B\cosh s).$$

An inert floor admits no flux, so $c'(L)=0$. There $s=0$, hence $B=0$. The mouth condition $c(0)=c_0$ gives $A=c_0/\cosh(L/\lambda)$, which is (1).

## Second derivation: radial modes

The second route solves the problem in both $r$ and $z$ and takes the limit of small $\mathrm{Bi}$ at the end. The equation and its boundary conditions are

$$\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial C}{\partial r}\right)+\frac{\partial^2C}{\partial z^2}=0,$$

$$C(r,0)=c_0,\qquad \left.\frac{\partial C}{\partial z}\right|_{L}=0,\qquad -D\left.\frac{\partial C}{\partial r}\right|_{a}=k\,C(a,z).$$

The solution is unique. The difference $u$ of two solutions vanishes at the mouth; multiplying its equation by $u$ and integrating by parts gives $D\int|\nabla u|^2dV+k\int_{\rm wall}u^2dS=0$, so $u=0$.

**The modes.** Put $C=R(r)Z(z)$. Separation gives $Z''=q^2Z$ and $(rR')'+q^2rR=0$. The solution finite on the axis is $R=J_0(qr)$, and the inert floor selects $Z=\cosh[q(L-z)]$. With $J_0'=-J_1$ and $x=qa$, the wall condition becomes

$$x\,J_1(x)=\mathrm{Bi}\,J_0(x).\tag{5}$$

To locate the roots, let $y=xJ_1/J_0$. Since $(xJ_1)'=xJ_0$,

$$y'=x+\frac{y^2}{x}>0 .$$

Thus $y$ rises from $0$ to $+\infty$ between $x=0$ and the first zero of $J_0$, and from $-\infty$ to $+\infty$ between each later pair of neighbouring zeros. Equation (5) has one root in each interval. Call them $x_0,x_1,x_2,\dots$, with $q_n=x_n/a$. For $n\ge1$, $x_n$ lies above the $n$th zero of $J_0$, whatever the value of $\mathrm{Bi}$.

**The amplitudes.** Multiply the equation for $R_n$ by $R_m$, subtract the same with $n$ and $m$ exchanged, and integrate:

$$(q_n^2-q_m^2)\int_0^a rR_nR_m\,dr=a\,[R_nR_m'-R_mR_n']_{r=a}=0,$$

because both modes obey $R'=-(k/D)R$ at the wall. The modes are orthogonal with weight $r$, and by the Sturm–Liouville theorem they are complete. We may write

$$C=\sum_n A_nJ_0(q_nr)\frac{\cosh[q_n(L-z)]}{\cosh(q_nL)},\qquad A_n=c_0\frac{\int_0^a rJ_0(q_nr)\,dr}{\int_0^a rJ_0^2(q_nr)\,dr}.$$

The upper integral is $aJ_1(x_n)/q_n$. The lower one follows from

$$\frac{d}{dr}\left[\frac{r^2}{2}(J_0^2+J_1^2)\right]=r(J_0^2+J_1^2)-qr^2J_0J_1+qr^2J_1\left(J_0-\frac{J_1}{qr}\right)=rJ_0^2,$$

where the argument is $qr$ and $J_1'(x)=J_0-J_1/x$ was used. It equals $\tfrac12a^2[J_0^2(x_n)+J_1^2(x_n)]$. Inserting $J_1=\mathrm{Bi}\,J_0/x_n$ from (5),

$$A_n=\frac{2c_0J_1}{x_n(J_0^2+J_1^2)}=\frac{2c_0\,\mathrm{Bi}}{(x_n^2+\mathrm{Bi}^2)\,J_0(x_n)} .$$

The mean of $J_0(q_nr)$ over the cross-section is $2J_1(x_n)/x_n=2\,\mathrm{Bi}\,J_0(x_n)/x_n^2$. The mean concentration is therefore

$$c(z)=c_0\sum_n w_n\frac{\cosh[q_n(L-z)]}{\cosh(q_nL)},\qquad w_n=\frac{4\,\mathrm{Bi}^2}{x_n^2(x_n^2+\mathrm{Bi}^2)} .\tag{6}$$

**The limit of small Bi.** For the lowest root, $J_0\approx1-x^2/4$ and $J_1\approx\tfrac x2(1-x^2/8)$, so (5) becomes

$$\frac{x^2}{2}\left(1+\frac{x^2}{8}\right)\approx\mathrm{Bi},\qquad x_0^2\approx2\,\mathrm{Bi}\left(1-\frac{\mathrm{Bi}}4\right).\tag{7}$$

Its weight is

$$w_0\approx\frac{4\,\mathrm{Bi}^2}{4\,\mathrm{Bi}^2(1-\mathrm{Bi}/4)(1+\mathrm{Bi}/4)}=1+O(\mathrm{Bi}^2).$$

The other weights are smaller than $4\,\mathrm{Bi}^2/x_n^4$. Their sum is of order $\mathrm{Bi}^2$, because the zeros of $J_0$ grow in proportion to $n$ and $\sum x_n^{-4}$ converges. Each ratio of hyperbolic cosines in (6) is at most 1, so the higher modes together add a term of order $\mathrm{Bi}^2c_0$ at most. One mode remains, with decay length

$$\frac1{q_0}=\frac{a}{x_0}\approx\frac{a}{\sqrt{2\,\mathrm{Bi}}}\left(1+\frac{\mathrm{Bi}}8\right)=\lambda\left(1+\frac{\mathrm{Bi}}8\right),\tag{8}$$

since $a/\sqrt{2ka/D}=\sqrt{aD/2k}$. As $\mathrm{Bi}\to0$ this is (1) again.

## What each derivation assumes

The slice balance takes the wall concentration to be equal to the mean. It does not need a circular section: for another shape, $2/a$ becomes perimeter over area. It also extends to a slowly varying radius or a nonlinear wall rate. Its weakness is that the closure (3) rests on a local estimate which does not cover the region next to the mouth.

The mode expansion needs a constant cross-section and a linear wall rate, and its Bessel functions belong to a circular section; other shapes have other modes. In return it includes the mouth region and controls the error. The two agree beyond leading order: putting (3) into (2) multiplies $1/\lambda^2$ by $1-\mathrm{Bi}/4$, which lengthens $\lambda$ by the factor $1+\mathrm{Bi}/8$, as in (8). Numerical roots of (5) give $1.0125$ for this factor at $\mathrm{Bi}=0.1$, where (8) gives $1.0125$, and $1.126$ at $\mathrm{Bi}=1$, where (8) gives $1.125$.

The mode expansion shows that (1) does not require $L\gg a$. In a very deep via, however, the relative error at the floor grows as $(L/\lambda)\,\mathrm{Bi}/8$, so this product must also be small if the small floor concentration matters.

## Consequences and limits

Let $\varphi=L/\lambda$. The floor concentration is $c_0/\cosh\varphi$. The wall rate averaged over depth, divided by the rate at the mouth, is

$$\frac1L\int_0^L\frac{c}{c_0}\,dz=\frac{\tanh\varphi}{\varphi}.$$

The inflow at the mouth is $-\pi a^2Dc'(0)=\pi a^2Dc_0\tanh\varphi/\lambda$. The wall takes up $2\pi ak\lambda c_0\tanh\varphi$, which is the same because $2k/a=D/\lambda^2$.

In a shallow via, $\varphi\ll1$, expanding the cosines gives $c\approx c_0[1-(2Lz-z^2)/2\lambda^2]$, with a fractional drop $L^2/2\lambda^2=kL^2/(aD)$ at the floor. In a deep via, $\varphi\gg1$, the profile is $c_0e^{-z/\lambda}$ away from the floor. At the floor itself it is $2c_0e^{-\varphi}$, twice the simple exponential, because the closed end holds the ions back.

Since $\varphi=(L/a)\sqrt{2ka/D}$, scaling a via down at fixed $L/a$, $k$ and $D$ makes its deposit more uniform.

**A floor that deposits.** Let the floor have rate constant $k_b$, so that $-Dc'(L)=k_bc(L)$. With the general solution above this reads $DB/\lambda=k_bA$, or $B=\beta A$ with $\beta=k_b\lambda/D$. The floor concentration becomes

$$\frac{c(L)}{c_0}=\frac1{\cosh\varphi+\beta\sinh\varphi}=\frac{1}{\cosh\varphi}\,\frac1{1+\beta\tanh\varphi}.\tag{9}$$

Deposition on the floor changes the concentration there only slightly when $\beta\tanh\varphi\ll1$. If it has the same rate constant as the wall, then $k/D=a/2\lambda^2$ gives $\beta=a/2\lambda$.

## A through-silicon via

Take a via 5 µm wide and 50 µm deep in a high-acid sulfate bath with 0.25 mol/L of copper, 1.8 mol/L of acid and $D=5\times10^{-6}$ cm²/s. The current density on the wall at the mouth is 2 mA/cm². These are rough typical values. Each ion takes two electrons, so $i=2Fkc_0$ and

$$k=\frac{20\ \text{A/m}^2}{2F\times250\ \text{mol/m}^3}=4.15\times10^{-7}\ \text{m/s},$$

$$\lambda=\sqrt{\frac{(2.5\times10^{-6})(5\times10^{-10})}{2(4.15\times10^{-7})}}\ \text{m}=38.8\ \text{µm},\qquad \varphi=\frac{50}{38.8}=1.29 .$$

The concentration falls to $0.81c_0$ at 10 µm, $0.58c_0$ at 30 µm and $0.51c_0$ at the floor. The mean wall rate is 0.67 of the mouth rate, and one via draws 10.5 nA.

Here $\mathrm{Bi}=0.0021$. By (8), the floor concentration should exceed (1) by about $c_0(\varphi\tanh\varphi/\cosh\varphi)\,\mathrm{Bi}/8=1.5\times10^{-4}c_0$. A numerical solution in $r$ and $z$, with no radial averaging, has a largest difference from (1) of the same size, $1.5\times10^{-4}c_0$. At mid-depth its wall deficit $1-c_w/c$ is $5.2\times10^{-4}$, in agreement with $\mathrm{Bi}/4$.

With a molar volume of 7.1 cm³/mol, the deposit at the mouth grows at $kc_0V_m=44$ nm/min and would close the 2.5 µm radius in 57 min. If the initial profile persisted, a gap of radius $2.5(1-0.513)=1.22$ µm would then remain at the floor: sidewall plating at this rate encloses a void.

To keep the floor rate at a fraction $u$ of the mouth rate we need $\cosh\varphi=1/u$, hence $\lambda=L/\operatorname{arccosh}(1/u)$. Substituting $k=aD/2\lambda^2$ in $i=2Fkc_0$ gives

$$i=\frac{Fc_0aD}{\lambda^2}.$$

For $u=0.9$, $\lambda=107$ µm and $i=0.26$ mA/cm². This rule holds for the initial geometry, an inert floor, a maintained $c_0$ and negligible migration (which in this bath would raise the floor rate from 0.90 to about 0.91 of the mouth rate). It also needs a current density well above the exchange current density of copper in the bath, so that dissolution stays negligible. With an exchange current density of 1 mA/cm² and transfer coefficients of 0.5 for deposition and 1.5 for dissolution, the floor rate at 0.26 mA/cm² would be only 0.68 of the mouth rate. At 2 mA/cm² the same kinetics give 0.50, close to the 0.51 found above. This agreement rests on the assumed exchange current density: at 2 mA/cm² the ratio would be 0.34 for an exchange current density of 3 mA/cm² and 0.23 for 5 mA/cm². The numbers of this example therefore apply only to a bath in which it is about 1 mA/cm² or less. Growth slows in proportion to the current.

## Size of the neglected effects

**Migration.** In the steady state the cupric ion alone has a net flux. Treat the bath as an ideal solution with fully dissociated CuSO₄ and acid present as H⁺ and HSO₄⁻. Let $p$ be the electric potential relative to the mouth in units of $RT/F$, and $A=1.8/0.25=7.2$ the acid-to-copper ratio. Ions without flux follow Boltzmann factors, so electroneutrality reads

$$\frac{2c}{c_0}+Ae^{-p}=Ae^{p}+2e^{2p},\qquad \frac{c}{c_0}=A\sinh p+e^{2p}.$$

For small $p$ this gives $c'=(A+2)c_0p'$. The cupric flux is $-D(c'+2cp')$, so at the mouth migration enhances diffusion by the fraction $2/(A+2)=0.22$. This number depends on the assumed speciation: if the sulfate from the copper salt were fully protonated to HSO₄⁻, the fraction would be $2/A=0.28$, and if the acid were fully dissociated to H⁺ and SO₄²⁻ it would be $2/(3A+2)=0.085$. Between these limits the floor rate found below ranges from 0.56 to 0.53 of the mouth rate.

The full equations were solved numerically with the wall rate $kc\,e^{p/2}$, which assumes a cathodic transfer coefficient of 0.5. The floor concentration rises from $0.513c_0$ to $0.562c_0$. The potential changes by $-1.2$ mV down the via, which slows deposition slightly, so the floor rate is 0.548 of the mouth rate.

**Floor deposition.** For a floor with the same $k$, $\beta=2.5/(2\times38.8)=0.032$, and (9) lowers the floor concentration from $0.513c_0$ to $0.499c_0$.

**Start-up.** A departure from the steady state obeys $\partial_tu=Du''-(2k/a)u$, with $u(0)=0$ and $u'(L)=0$. Its slowest form, $\sin(\pi z/2L)\,e^{-t/\tau}$, has

$$\frac1\tau=\frac{2k}a+D\left(\frac{\pi}{2L}\right)^2,$$

so $\tau=1.2$ s when $c_0$ is held fixed, far below the closing time.

**Narrowing.** As the radius shrinks, $\lambda\propto\sqrt a$ falls and the floor is starved further. For a radius $a(z)$ that varies slowly, the slice balance becomes $(a^2Dc')'=2akc$. Following the growth with this equation until the mouth is half closed gives a floor deposit 0.44 times as thick as that at the mouth, against 0.51 for the fixed profile.

**Supply to the mouth.** For vias in a square array of pitch 20 µm under a diffusion layer of 50 µm, with the flat surface also depositing at rate $kc_0$, the drop across the layer is $0.094c_0$. Spreading into one mouth, treated as a hemisphere of radius $a$, needs a drop $\Delta c$ with $2\pi aD\,\Delta c=\pi a^2Dc_0\tanh\varphi/\lambda$, or $\Delta c=c_0a\tanh\varphi/2\lambda=0.028c_0$. For an isolated mouth this is a low estimate: a flat disc at uniform concentration takes up $4aD\,\Delta c$ instead of $2\pi aD\,\Delta c$, which raises the drop to $0.043c_0$. In the array, part of that drop is already included in the drop across the layer, so adding $0.043c_0$ to $0.094c_0$ overestimates the total, while adding $0.028c_0$ slightly underestimates it. With layer and via solved together in a circular cell of the same area, the total drop is about $0.126c_0$. At fixed $k$, the drops across the layer and at the mouth set the bath concentration needed for a given $c_0$ and leave the shape (1) unchanged.

**Additives and bath composition.** Additives that suppress deposition on the sidewall and favour the floor break the assumptions of a uniform $k$ and an inert floor. If the floor rate constant were ten times that of the wall, with the wall value held fixed, $\beta\tanh\varphi$ would be $0.32\times0.86=0.28$ and the floor concentration would fall to $0.513/1.28=0.40c_0$. The deposit would nevertheless grow faster on the floor than on the walls, and (1) would no longer describe the filling. Even so, the mouth would close first: it takes 57 min, while filling from the floor at its initial rate would take more than four hours. With this floor rate constant, filling without a void would therefore also require a slower sidewall. The excess of acid also depends on the bath chosen. In a bath with equal amounts of acid and copper, $A=1$, the formula $2/(A+2)$ gives a migration fraction of $2/3$ at the mouth. The actual value depends strongly on how much of the sulfate is protonated, but the excess-acid assumption would fail in any case.

## Table of computed values

```
INPUTS (rough typical values)
via radius a = 2.5 um, depth L = 50 um
diffusivity D = 5.0e-06 cm2/s, temperature = 298.15 K
Cu2+ at mouth c0 = 0.25 mol/L, acid = 1.8 mol/L
wall current density at mouth = 2.0 mA/cm2
molar volume of copper = 7.09 cm3/mol
RESULTS
rate constant k = 4.146e-07 m/s
Bi = k a/D = 0.00207
decay length lam = 38.83 um
phi = L/lam = 1.288
c/c0 at z = 10 um: 0.810
c/c0 at z = 20 um: 0.674
c/c0 at z = 30 um: 0.582
c/c0 at z = 40 um: 0.530
c/c0 at z = 50 um: 0.513
mean wall rate / mouth rate = 0.667
current into one via = 10.47 nA
growth rate at mouth = 44.1 nm/min
time to close the mouth = 56.7 min
gap radius at floor then, fixed profile = 1.22 um
lam for 90 % floor/mouth ratio = 107.0 um
current density for 90 % ratio = 0.263 mA/cm2
TESTS AGAINST THE 2D SOLUTION
largest profile error, this via = 1.5e-04 c0
largest profile error, Bi=0.02, L=10a: 1.3e-03 c0
wall deficit: 2D 5.216e-04, Bi/4 5.182e-04
mode decay length / lam at Bi = 0.1: 1.0125
mode decay length / lam at Bi = 1: 1.1262
NEGLECTED EFFECTS
floor c/c0, cosh law = 0.5128
floor c/c0 with migration = 0.5617
floor/mouth wall rate with migration = 0.5484
potential change down the via = -1.24 mV
beta = a/(2 lam) for a floor with the same k = 0.0322
floor c/c0 with floor deposition = 0.4990
slowest transient time = 1.21 s
floor/mouth thickness, mouth half closed = 0.4394
assumed diffusion layer = 50 um, pitch = 20 um
drop across diffusion layer / c0 = 0.094
drop from spreading at one mouth / c0 = 0.028
```
